# How thickness roughness lowers the electroresistance of ferroelectric tunnel junctions

## Result

A ferroelectric tunnel junction has mean barrier height \(\phi_{\rm on}\) in one polarization state and \(\phi_{\rm off}>\phi_{\rm on}\) in the other. Its film thickness \(d\) varies from place to place as a Gaussian with mean \(d_0\) and standard deviation \(\sigma\ll d_0\). Let \(R=G_{\rm on}/G_{\rm off}\) be the ratio of the low-bias conductances. To exponential accuracy in the WKB approximation,

\[
\frac{R_{\rm rough}}{R_{\rm smooth}}
=e^{-2\sigma^2(\kappa_{\rm off}^2-\kappa_{\rm on}^2)}
=\exp\!\left[-\frac{4m\sigma^2(\phi_{\rm off}-\phi_{\rm on})}{\hbar^2}\right]<1,
\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}. \tag{1}
\]

Here \(m\) is the tunnelling mass, and the smooth film has the same mean thickness \(d_0\). Roughness raises both conductances, but it multiplies the off conductance by the larger factor. The electroresistance, defined as \(R-1\), falls with \(R\).

## The smooth junction

Take a rectangular barrier with an isotropic mass and a conserved wavevector \(k\) parallel to the film. An electron at the Fermi energy decays in the barrier at the rate \(q=\sqrt{\kappa^2+k^2}\), so its WKB transmission is \(e^{-2qd}\). At zero temperature and low bias each channel contributes \(e^2/h\) times its transmission. With two spins, the conductance per area is

\[
g=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,e^{-2qd}
=\frac{2e^2}{h}\,\frac{1}{2\pi}\int_\kappa^\infty q\,e^{-2qd}\,dq ,
\]

because \(d^2k=2\pi k\,dk\) and \(k\,dk=q\,dq\). The upper limit, set in reality by the electrode's Fermi wavevector, is taken to infinity because the integrand has decayed by then. Integration by parts gives

\[
\int_\kappa^\infty q e^{-2qd}dq=\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right)e^{-2\kappa d},
\qquad
g=\frac{e^2}{2\pi h}\left(\frac{\kappa}{d}+\frac{1}{2d^2}\right)e^{-2\kappa d}.
\]

The second term is smaller than the first by \(1/(2\kappa d)\). For \(\kappa d\gg1\) I keep

\[
g(\kappa,d)=\frac{e^2}{2\pi h}\,\frac{\kappa}{d}\,e^{-2\kappa d},\qquad
R_{\rm smooth}=\frac{\kappa_{\rm on}}{\kappa_{\rm off}}\,e^{2(\kappa_{\rm off}-\kappa_{\rm on})d_0}. \tag{2}
\]

## Simplest rough film: two thicknesses

Let half the area have thickness \(d_0-a\) and half \(d_0+a\). Assume that each part conducts as a uniform film of its own thickness, so that the currents add, and that switching changes the barrier but not the thickness map. For now hold the slowly varying factor \(1/d\) fixed. The gain, meaning the average conductance divided by that at \(d_0\), is

\[
E(\kappa)=\tfrac12\left(e^{2\kappa a}+e^{-2\kappa a}\right)=\cosh(2\kappa a).
\]

The thin half gains more than the thick half loses. Since \(\cosh\) rises with its argument, \(E(\kappa_{\rm off})>E(\kappa_{\rm on})\), and the ratio is multiplied by \(\cosh(2\kappa_{\rm on}a)/\cosh(2\kappa_{\rm off}a)<1\).

Two limits show what is happening.

- **Shallow steps, \(\kappa a\ll1\).** Here \(E\approx1+2\kappa^2a^2\), and the ratio is multiplied by \(1-2a^2(\kappa_{\rm off}^2-\kappa_{\rm on}^2)\). This is (1) to first order, with \(a\) as the standard deviation.
- **Deep steps, \(\kappa a\gg1\).** Here \(E\approx\frac12e^{2\kappa a}\), and the factor becomes \(e^{-2(\kappa_{\rm off}-\kappa_{\rm on})a}\). By (2), that is the exponential change of ratio on going from a film of thickness \(d_0\) to one of \(d_0-a\). The thin half carries the current and imposes its own poorer ratio.

## Gaussian thickness

Write \(d=d_0+x\), with \(x\) Gaussian of variance \(\sigma^2\). The average of the exponential contains the exponent

\[
-\frac{x^2}{2\sigma^2}-2\kappa x
=-\frac{(x+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 ,
\]

as expanding the square confirms. The remaining Gaussian integrates to the same value as the original one, so

\[
E(\kappa)=e^{2\kappa^2\sigma^2}. \tag{3}
\]

Dividing the on gain by the off gain gives the first form of (1). Substituting \(\kappa^2=2m\phi/\hbar^2\) gives the second. At this accuracy, and with this one-band relation between \(\kappa\) and \(\phi\), the fractional loss depends on the barrier difference, but not on the mean barrier or on \(d_0\).

The completed square also shows where the current flows. Its distribution over thickness is a Gaussian of unchanged width \(\sigma\), centred at

\[
d_*=d_0-2\kappa\sigma^2 . \tag{4}
\]

The share carried by spots thinner than \(d_0\) is \(\Phi(2\kappa\sigma)\), where \(\Phi\) is the cumulative normal distribution. Both the shift and the share are larger in the off state.

**A second comparison.** Is a rough film simply equivalent to a thinner smooth one? Its off conductance equals that of a smooth film of thickness \(d_0-\kappa_{\rm off}\sigma^2\), because
\(-2\kappa_{\rm off}d_0+2\kappa_{\rm off}^2\sigma^2=-2\kappa_{\rm off}(d_0-\kappa_{\rm off}\sigma^2)\). The on conductance requires a different equivalent thickness, \(d_0-\kappa_{\rm on}\sigma^2\), which is larger. Write \(\Delta\kappa=\kappa_{\rm off}-\kappa_{\rm on}\). With the off conductance held equal, the exponent of the rough ratio minus that of the smooth ratio is

\[
2\Delta\kappa\left[d_0-(\kappa_{\rm off}+\kappa_{\rm on})\sigma^2\right]
-2\Delta\kappa\left[d_0-\kappa_{\rm off}\sigma^2\right]
=-2\Delta\kappa\,\kappa_{\rm on}\sigma^2 .
\]

This is negative, so the rough film has the lower ratio in this comparison too.

## Restoring the prefactor

With the factor \(1/d\) included, the same completed square leaves an average of \(1/d\) over the shifted Gaussian. Put \(d=d_*+y\), where \(\langle y\rangle=0\) and \(\langle y^2\rangle=\sigma^2\). Then

\[
\left\langle\frac1d\right\rangle
=\frac1{d_*}\left\langle1-\frac{y}{d_*}+\frac{y^2}{d_*^2}-\cdots\right\rangle
\approx\frac1{d_*}\left(1+\frac{\sigma^2}{d_*^2}\right),
\]

\[
E(\kappa)\approx e^{2\kappa^2\sigma^2}\,\frac{d_0}{d_*}\left(1+\frac{\sigma^2}{d_*^2}\right). \tag{5}
\]

Since \(d_*\) is smaller in the off state, both new factors are larger there. The prefactor therefore strengthens the loss.

Strictly, a Gaussian assigns some probability to \(d\le0\), where \(1/d\) cannot be averaged. The distribution must be cut at a positive thickness. The cut has little effect when \(d_*\) is many \(\sigma\) above zero. The fluctuations must be small in this sense; \(\kappa\sigma\) itself need not be small.

## Any thickness distribution

The sign of the effect does not need a Gaussian. Take any distribution of mean \(d_0\), not all at one thickness and bounded away from zero. With conductance (2),

\[
E(\kappa)=d_0e^{2\kappa d_0}\left\langle\frac{e^{-2\kappa d}}{d}\right\rangle,
\qquad
\frac{d\ln E}{d\kappa}=2\left(d_0-\langle d\rangle_w\right),
\]

where \(\langle d\rangle_w=\langle d\,w\rangle/\langle w\rangle\) and \(w(d)=e^{-2\kappa d}/d\). For two independent draws \(d,d'\),

\[
\langle dw\rangle-\langle d\rangle\langle w\rangle
=\tfrac12\left\langle(d-d')\,[w(d)-w(d')]\right\rangle<0,
\]

because \(w\) decreases with \(d\). Hence \(\langle d\rangle_w<d_0\), and \(E\) rises with \(\kappa\).

The argument needs \(\kappa_{\rm off}>\kappa_{\rm on}\). If the states differed merely by a thickness-independent prefactor, their gains would be equal and roughness would leave \(R\) unchanged.

The local ratio gives a picture of this result. At thickness \(d\) it is \(R(d)=(\kappa_{\rm on}/\kappa_{\rm off})e^{2\Delta\kappa d}\), which is small at thin spots. Since \(g_{\rm on}=g_{\rm off}R(d)\),

\[
R_{\rm rough}=\frac{\langle g_{\rm off}(d)R(d)\rangle}{\langle g_{\rm off}(d)\rangle}.
\]

The measured ratio is an average of local ratios weighted by off conductance, and this weight favours the thin spots. Because \(R(d)\) is convex, an unweighted average would exceed \(R(d_0)\); the derivation above shows that the weighting more than compensates.

**Where the closed form fails.** Including only exponentials, (1) brings the ratio down to 1 at \(\sigma^2=d_0/(\kappa_{\rm on}+\kappa_{\rm off})\), and below 1 for larger \(\sigma\). At that point (4) gives \(d_*=\pm d_0\Delta\kappa/(\kappa_{\rm on}+\kappa_{\rm off})\), with the minus sign for the off state. For barriers of similar height the supposed current centre is then close to zero thickness, and in the off state it lies below zero. No positive-thickness average of the exponentials can invert the ordering, since \(e^{-2\kappa_{\rm on}d}>e^{-2\kappa_{\rm off}d}\) at every \(d>0\).

## Worked example

Take rough parameters for an ultrathin hafnium zirconium oxide junction: \(d_0=3\) nm, \(\sigma=0.3\) nm, \(m=0.15\) electron masses, \(\phi_{\rm on}=1.8\) eV and \(\phi_{\rm off}=2.2\) eV. Then \(\kappa_{\rm on}=2.662\) nm⁻¹ and \(\kappa_{\rm off}=2.943\) nm⁻¹. The loss exponent is

\[
2(0.3)^2\left(2.943^2-2.662^2\right)=0.18\,(8.661-7.087)=0.283,
\]

so \(R\) is multiplied by \(e^{-0.283}=0.753\). The smooth ratio is \((2.662/2.943)\times5.40=4.88\), and the closed form lowers it to 3.68.

| | on | off |
|---|---:|---:|
| smooth conductance (S/cm²) | 63.3 | 13.0 |
| gain, exponential only | 3.58 | 4.75 |
| gain with \(1/d\) | 4.32 | 5.86 |
| rough conductance (S/cm²) | 274 | 76.0 |
| \(d_*\), exponential only (nm) | 2.52 | 2.47 |
| current from \(d<d_0\), exponential only (%) | 94.5 | 96.1 |

Numerical averages of (2) supply the gains with \(1/d\). For the off state, (5) gives \(4.754\times(3/2.470)\times(1+0.09/2.470^2)=5.86\), in agreement. The rough ratio is then \(273.7/76.02=3.60\), or 0.738 of the smooth value. The electroresistance \(R-1\) falls from 3.88 to 2.60, a loss of one third.

The loss grows quickly with roughness. With \(1/d\) included, the factor on \(R\) is 0.967 at \(\sigma=0.1\) nm, 0.874 at 0.2 nm and 0.577 at 0.4 nm. The exponential formula would reach a ratio of 1 at 0.73 nm. An average of the exponentials restricted to thicknesses from 0.1 to 8 nm still gives 1.44 there. That value depends on the lower cut (1.39 for a cut near zero, 1.69 for a cut at 0.5 nm) but stays above 1, which confirms that the closed form has left its range.

## Finite devices

Suppose a device contains \(N\) independent patches of equal area. Replacing \(\kappa\) by \(2\kappa\) in the Gaussian average gives \(\langle e^{-4\kappa d}\rangle=e^{-4\kappa d_0+8\kappa^2\sigma^2}\). The squared mean is \(e^{-4\kappa d_0+4\kappa^2\sigma^2}\). With \(1/d\) held fixed, the relative variance of the device conductance is therefore

\[
\frac{\operatorname{var}G}{\langle G\rangle^2}=\frac{e^{4\kappa^2\sigma^2}-1}{N}.
\]

A device 100 nm on a side with 10 nm patches has \(N=100\). Its relative standard deviation is 34% in the on state and 46% in the off state. Equation (1) compares ensemble-average conductances, so one small device can depart from it. Both states share one thickness map, however, so their conductances rise and fall together, and the ratio scatters much less than either conductance. The sign of the loss also survives: the patches of a single device form a thickness distribution of their own, and the general argument applies relative to a smooth film of that device's mean thickness.

Adding local conductances also requires patches wider than the lateral spread of tunnelling. For small \(k\), the amplitude \(e^{-qd}\) is approximately \(e^{-\kappa d-dk^2/(2\kappa)}\). Its Fourier transform has intensity proportional to \(e^{-\kappa r^2/d}\), with mean square radius \(d/\kappa\). The root-mean-square radius \(\sqrt{d/\kappa}\) is 1.01 nm in the off state, and the full amplitude gives 0.96 nm. Patches of 10 nm satisfy the condition; roughness on a 1 nm scale would not.

## What changes in a fuller model

The reference here is the factor 0.738, obtained with the \(1/d\) prefactor. Four changes, made separately, each move it by no more than about 0.001: including all transverse channels, tilting the barrier by the polarization, adding image forces, and using 0.1 V at 300 K with over-barrier current included. Exact wave matching at normal incidence, without the \(1/d\) factor, gives 0.753, the same as (1). For a thick barrier, matching multiplies \(e^{-2\kappa d}\) by a factor independent of \(d\), which cancels from each gain. It does not cancel from the absolute values. With all transverse channels, free-electron electrodes and Fermi energies of 2–10 eV, the conductances are 1.6 to 4 times those of the table and the smooth ratio is 5.1–5.7 rather than 4.88, while the factor on \(R\) is 0.739.

Two assumptions about the film matter more; a third, about the dispersion in the gap, is sized in the last section. The first is that the barrier does not depend on local thickness. Let the electrodes have screening lengths, divided by their permittivities, that sum to \(\Lambda\), and let the film have permittivity \(\varepsilon\) and polarization \(P\). For screening charge \(s\) per area and film field \(F\), short-circuited electrodes require \(s\Lambda/\varepsilon_0+Fd=0\), while charge balance gives \(\varepsilon\varepsilon_0F=s-P\). Eliminating \(F\),

\[
s=P\,\frac{d}{d+\varepsilon\Lambda}.
\]

Write \(\Lambda=\Lambda_1+\Lambda_2\) for the two electrodes. The screening potentials shift the barrier edges in opposite directions, by \(es\Lambda_1/\varepsilon_0\) and \(es\Lambda_2/\varepsilon_0\), and reversing the polarization reverses both shifts. The mean barrier therefore differs between the states by \(es(\Lambda_1-\Lambda_2)/\varepsilon_0\), which requires unlike electrodes. This difference is proportional to \(s\), so it shrinks at thin spots and lowers the local ratio there further. With \(P=15\) µC/cm², \(\varepsilon=30\), \(\Lambda_1=0.047\) nm and \(\Lambda_2=0.010\) nm, chosen to reproduce the 0.4 eV difference at \(d_0\), the factor falls from 0.737 for the tilted barrier alone to 0.667 when only the \(1/d\) prefactor is kept, or to 0.672 when the transverse channels are summed over the local barrier.

The second assumption is the Gaussian tail. Cutting the distribution at \(d_0\pm2\sigma\) raises the factor from 0.738 to about 0.83. The lower cut lies at 2.4 nm, close to the off-state current centre of 2.47 nm, so it removes much of the current responsible for the loss. The cut also reduces the standard deviation to 0.26 nm, for which a full Gaussian would give about 0.79 by (5); the rest of the rise comes from the changed shape. A measured standard deviation alone therefore does not fix the result; the population of thin spots is needed as well.

## Beside a real junction

Hafnium zirconium oxide tunnel junctions use films of a few nanometres, and barriers of a few eV with a tunnelling mass well below the free-electron mass are reasonable rough values. The \(\sigma\) used here is an assumption about local thickness; the roughness of one surface is a different quantity, since a film can follow its substrate at constant thickness. Real films can also conduct through traps and grain boundaries and switch incompletely. Those effects are not sized here and could outweigh the one derived. Of the assumptions that are sized, three matter most. Letting the barriers depend on thickness moves the factor on \(R\) to about 0.67, and cutting the Gaussian tails at \(2\sigma\) moves it to about 0.83. The third is the one-band relation \(\kappa^2=2m\phi/\hbar^2\), which is poor for a 2 eV barrier in a gap \(E_g\) of roughly 5.8 eV. With the two-band form \(\kappa^2\propto\phi(1-\phi/E_g)\), matched to the same \(\kappa\) at 2.0 eV, the smooth ratio drops to about 2.1 and the factor rises to about 0.87. The first form of (1) still holds, but the second does not, and the loss then depends on the mean barrier. The example's depolarizing field is 2.05 MV/cm, comparable with or above rough coercive fields of 1–2 MV/cm, so retention of both states is not assured. Dividing a 1.5 V write pulse by the film thickness gives nominal fields of 5.0 MV/cm at \(d_0\) and 7.1 MV/cm at \(d_0-3\sigma\). The actual field in the film differs, because the electrodes take up part of the voltage and the polarization contributes a field of its own. The screening model above gives 5.2 and 6.5 MV/cm at these two thicknesses while the polarization is not yet reversed, and 1.1 and 1.4 MV/cm after reversal. The upper values are high for hafnia, so breakdown at thin spots is a concern, but it is not sized here. The numerical output below lists the values for each state and model.

## Computed results

```
mean thickness 3.00 nm; sigma 0.30 nm
tunnelling mass 0.15 electron masses
on: barrier 1.80 eV; kappa 2.6621 1/nm
on: smooth conductance 63.29 S/cm2
on: rough conductance with 1/d 273.7 S/cm2
on: gain, exponential 3.5808; with 1/d 4.3246
on: current-weighted thickness 2.5208 nm
on: current share from thin side 94.49 %
on: conductance scatter between devices 34.4 %
off: barrier 2.20 eV; kappa 2.9430 1/nm
off: smooth conductance 12.97 S/cm2
off: rough conductance with 1/d 76.02 S/cm2
off: gain, exponential 4.7544; with 1/d 5.8630
off: current-weighted thickness 2.4703 nm
off: current share from thin side 96.13 %
off: conductance scatter between devices 46.5 %
smooth ratio, exponentials only 5.3965
smooth ratio R, with kappa prefactor 4.8814
loss exponent 0.2835
ratio change, closed form 0.7532
rough ratio R, closed form 3.6765
rough ratio R, with 1/d 3.6005
sigma 0.1 nm: change closed 0.9690; with 1/d 0.9671
sigma 0.2 nm: change closed 0.8816; with 1/d 0.8744
sigma 0.3 nm: change closed 0.7532; with 1/d 0.7376
sigma 0.4 nm: change closed 0.6041; with 1/d 0.5768
Ratio change at the example sigma in fuller models:
  with 1/d prefactor: 0.7376
  all transverse channels: 0.7374
  exact wave matching, no 1/d: 0.7532
  tilted barrier: 0.7371
  tilt and thickness-dependent screening: 0.6673
  image force: 0.7385
  0.1 V and 300 K: 0.7367
  1/d, tails cut at 2 sigma: 0.8269
formula reaches exponential ratio 1 at sigma 0.7316 nm
positive-thickness (0.1 to 8 nm) ratio there 1.4402
lateral rms tunnelling radius, off 0.958 nm
device side 100 nm; patch side 10 nm; patches 100
polarization 15.0 uC/cm2; film permittivity 30
screening lengths/permittivity: 0.0471, 0.0100 nm
depolarizing field 2.05 MV/cm
optical permittivity 4.5; metal Fermi energy 5.0 eV
write voltage 1.5 V: mean field 5.00 MV/cm
write field at d0 - 3 sigma 7.14 MV/cm
```
